# Two-Charge Lagrangian to Order 1/c⁴ and the Elimination of Accelerations: a numerical check

```python
"""Two charges in time-symmetric electrodynamics, Gaussian units.

Result under test: the Lagrangian L0 + L2/c^2 + L4/c^4, where L4 contains
accelerations, is equivalent through 1/c^4 to the Lagrangian in which the
Coulomb accelerations have been inserted, provided the coordinates change:
    x_a = y_a + xi_a/c^4,  xi_a = (1/m_a) dL4/da_a at Coulomb accelerations.
Symbols: k = e1*e2, sep = x1-x2, r = |sep|, n = sep/r, v = velocity,
a = acceleration, m = mass.  All numbers are in model units.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import solve_ivp


def dot(a, b):
    return sum(x * y for x, y in zip(a, b))


def low_orders(sep, r, v1, v2, m1, m2, k):
    """Coulomb Lagrangian L0 and Darwin term L2."""
    n = [s / r for s in sep]
    s1, s2 = dot(v1, v1), dot(v2, v2)
    L0 = (m1 * s1 + m2 * s2) / 2 - k / r
    L2 = ((m1 * s1**2 + m2 * s2**2) / 8
          + k * (dot(v1, v2) + dot(n, v1) * dot(n, v2)) / (2 * r))
    return L0, L2


def velocity_part(n, r, v1, v2):
    s1, s2, p1, p2 = dot(v1, v1), dot(v2, v2), dot(n, v1), dot(n, v2)
    return (s1 * s2 - 2 * dot(v1, v2)**2 - s1 * p2**2 - s2 * p1**2
            + 3 * p1**2 * p2**2) / r


def fourth_order(sep, r, v1, v2, a1, a2, m1, m2, k):
    """L4 with its acceleration-dependent terms."""
    n = [s / r for s in sep]
    s1, s2, p1, p2 = dot(v1, v1), dot(v2, v2), dot(n, v1), dot(n, v2)
    b1, b2 = dot(n, a1), dot(n, a2)
    braces = (velocity_part(n, r, v1, v2)
              + b1 * (s2 - p2**2) - 2 * dot(a1, v2) * p2
              - b2 * (s1 - p1**2) + 2 * dot(a2, v1) * p1
              + r * (3 * dot(a1, a2) - b1 * b2))
    return (m1 * s1**3 + m2 * s2**3) / 16 - k * braces / 8


def reduced_fourth(sep, r, v1, v2, m1, m2, k):
    """L4 after the accelerations have been eliminated."""
    n = [s / r for s in sep]
    s1, s2, p1, p2 = dot(v1, v1), dot(v2, v2), dot(n, v1), dot(n, v2)
    braces = (velocity_part(n, r, v1, v2)
              + k * (s2 - 3 * p2**2) / (m1 * r**2)
              + k * (s1 - 3 * p1**2) / (m2 * r**2)
              - 2 * k**2 / (m1 * m2 * r**3))
    return (m1 * s1**3 + m2 * s2**3) / 16 - k * braces / 8


def shifts(sep, r, v1, v2, m1, m2, k):
    """Coordinate shifts xi_1 and xi_2 (to be divided by c^4)."""
    n = [s / r for s in sep]
    p1, p2 = dot(n, v1), dot(n, v2)
    f1 = dot(v2, v2) - p2**2 - 2 * k / (m2 * r)
    f2 = dot(v1, v1) - p1**2 - 2 * k / (m1 * r)
    xi1 = [-k * (q * f1 - 2 * p2 * w) / (8 * m1) for q, w in zip(n, v2)]
    xi2 = [k * (q * f2 - 2 * p1 * w) / (8 * m2) for q, w in zip(n, v1)]
    return xi1, xi2


# ---- Test 1: light-cone action on prescribed periodic worldlines ----------
paths = (np.array([[1.5, 0, 0], [.5, .1, 0], [0, .4, .2], [0, .1, .3]]),
         np.array([[-1.5, .3, 0], [.1, .5, .2], [-.4, 0, .3], [.2, 0, -.1]]))


def path(i, t, order):
    """Position (0), velocity (1) or acceleration (2) on worldline i."""
    p0, A, B, C = [row[:, None] for row in paths[i]]
    if order == 0:
        return p0 + A * np.cos(t) + B * np.sin(t) + C * np.cos(2 * t)
    if order == 1:
        return -A * np.sin(t) + B * np.cos(t) - 2 * C * np.sin(2 * t)
    return -A * np.cos(t) - B * np.sin(t) - 4 * C * np.cos(2 * t)


times = np.arange(256) * 2 * np.pi / 256
X1, V1, A1 = [path(0, times, j) for j in range(3)]
X2, V2, A2 = [path(1, times, j) for j in range(3)]
SEP = X1 - X2
DIST = np.sqrt(dot(SEP, SEP))
avg0, avg2 = [np.mean(q) for q in low_orders(SEP, DIST, V1, V2, 0, 0, 1.0)]
avg4 = np.mean(fourth_order(SEP, DIST, V1, V2, A1, A2, 0, 0, 1.0))


def light_cone_remainder(c):
    total = 0.0
    for sign in (1, -1):                      # retarded, advanced
        R = DIST
        for _ in range(50):
            d = X1 - path(1, times - sign * R / c, 0)
            R = np.sqrt(dot(d, d))
        w = path(1, times - sign * R / c, 1)
        total = total - 0.5 * np.mean((1 - dot(V1, w) / c**2)
                                      / (R - sign * dot(d, w) / c))
    return c**4 * (total - avg0 - avg2 / c**2)


g20, g40, g80 = [light_cone_remainder(c) for c in (20., 40., 80.)]
h1, h2 = (4 * g40 - g20) / 3, (4 * g80 - g40) / 3
direct4 = (16 * h2 - h1) / 15                 # extrapolation in 1/c^2
print("Average of interaction part of L4, charges product 1 (model units)")
print(f"  from light-cone action, c to infinity: {direct4:.6f}")
print(f"  from the L4 formula:                   {avg4:.6f}")
assert abs(direct4 - avg4) < 2e-6 * max(1, abs(avg4))

# ---- Test 2: orbit of the reduced Lagrangian in Lienard-Wiechert fields ---
charge, mass = (1.0, 2.0), (1.0, 2.0)         # equal charge-to-mass ratios
kk = charge[0] * charge[1]
q = sp.symbols('q0:6', real=True)
u = sp.symbols('u0:6', real=True)
eps = sp.symbols('epsilon', positive=True)
ssep = [q[i] - q[i + 3] for i in range(3)]
sr = sp.sqrt(dot(ssep, ssep))
sargs = (ssep, sr, u[:3], u[3:], sp.Integer(1), sp.Integer(2), sp.Integer(2))
l0, l2 = low_orders(*sargs)
Lred = l0 + eps * l2 + eps**2 * reduced_fourth(*sargs)
mom = sp.Matrix([sp.diff(Lred, w) for w in u])
drive = sp.Matrix([sp.diff(Lred, w) for w in q]) - mom.jacobian(q) * sp.Matrix(u)
el_terms = sp.lambdify((*q, *u, eps), (mom.jacobian(u), drive), cse=True)


class Orbit:
    def __init__(self, c):
        self.c = c
        start = [1, 0, 0, -1, .2, .1, -.5, .6, .1, .2, -.2, .3]
        self.sol = solve_ivp(self.rhs, (0, 2), start, method='DOP853',
                             rtol=1e-12, atol=1e-13, max_step=0.02,
                             dense_output=True).sol

    def rhs(self, t, s):
        M, F = el_terms(*s, 1 / self.c**2)
        acc = np.linalg.solve(np.array(M, float), np.array(F, float).ravel())
        return np.concatenate([s[6:], acc])

    def xi(self, t):
        s = self.sol(t)
        d = s[:3] - s[3:6]
        return np.concatenate(shifts(d, np.sqrt(d @ d), s[6:9], s[9:], *mass, kk))

    def position(self, i, t, shifted):
        x = self.sol(t)[:6]
        if shifted:
            x = x + self.xi(t) / self.c**4
        return x[3 * i:3 * i + 3]

    def motion(self, i, t, shifted):
        """Position, velocity, acceleration of particle i."""
        s = self.sol(t)
        x, v, a = s[:6], s[6:], self.rhs(t, s)[6:]
        if shifted:
            h = 0.01
            f = [self.xi(t + j * h) for j in (-2, -1, 0, 1, 2)]
            d1 = (f[0] - 8 * f[1] + 8 * f[3] - f[4]) / (12 * h)
            d2 = (-f[0] + 16 * f[1] - 30 * f[2] + 16 * f[3] - f[4]) / (12 * h**2)
            x, v, a = [p + g / self.c**4 for p, g in zip((x, v, a), (f[2], d1, d2))]
        part = slice(3 * i, 3 * i + 3)
        return x[part], v[part], a[part]

    def force(self, i, t, shifted, sign):
        """Lorentz force on i; sign +1 retarded, -1 advanced field."""
        cs, j = sign * self.c, 1 - i
        x, v, _ = self.motion(i, t, shifted)
        R = 2.0
        for _ in range(25):
            R = np.linalg.norm(x - self.position(j, t - R / cs, shifted))
        xs, vs, acs = self.motion(j, t - R / cs, shifted)
        n, beta = (x - xs) / R, vs / cs
        near = (n - beta) * (1 - beta @ beta) / R**2
        far = np.cross(n, np.cross(n - beta, acs)) / (cs**2 * R)
        E = charge[j] * (near + far) / (1 - n @ beta)**3
        return charge[i] * (E + np.cross(v, np.cross(n, E)) / cs)

    def error(self, t, shifted):
        """Norm of d(momentum)/dt minus the time-symmetric force."""
        out = []
        for i in (0, 1):
            _, v, a = self.motion(i, t, shifted)
            g = 1 / np.sqrt(1 - v @ v / self.c**2)
            pdot = mass[i] * g * (a + g**2 * v * (v @ a) / self.c**2)
            F = (self.force(i, t, shifted, 1) + self.force(i, t, shifted, -1)) / 2
            out.append(pdot - F)
        return np.linalg.norm(out)


orbits = {c: Orbit(c) for c in (10., 20., 40.)}
err = {(c, s): orbits[c].error(1.0, s) for c in (10., 20.) for s in (False, True)}
order_plain = np.log2(err[10., False] / err[20., False])
order_shift = np.log2(err[10., True] / err[20., True])
print("Force error of reduced orbit, e=(1,2), m=(1,2), t=1 (model units)")
for c in (10., 20.):
    print(f"  c={c:.0f}: without shift {err[c, False]:.3e}, with shift {err[c, True]:.3e}")
print(f"  power of 1/c without shift: {order_plain:.2f}")
print(f"  power of 1/c with shift:    {order_shift:.2f}")
assert abs(order_plain - 4) < 0.25
assert order_shift > 5.5
assert err[20., True] < 0.2 * err[20., False]

# ---- Test 3: odd-order force left out of the time-symmetric theory -------
orb = orbits[40.]
half_diff = (orb.force(0, 1.0, False, 1) - orb.force(0, 1.0, False, -1)) / 2
step = 0.005
jerk = [(orb.motion(i, 1 + step, False)[2] - orb.motion(i, 1 - step, False)[2])
        / (2 * step) for i in (0, 1)]
dipole = 2 * kk * jerk[1] / 3
rad_mismatch = np.linalg.norm(half_diff * orb.c**3 - dipole) / np.linalg.norm(dipole)
cancel = (np.linalg.norm(charge[0] * jerk[0] + charge[1] * jerk[1])
          / np.linalg.norm(charge[1] * jerk[1]))
print("Odd-order force on particle 1 at c=40")
print(f"  relative mismatch with dipole expression: {rad_mismatch:.2e}")
print(f"  third derivative of dipole / part of particle 2: {cancel:.2e}")
assert rad_mismatch < 0.03 and cancel < 0.03

# ---- Test 4: circular orbit, equal masses, opposite charges --------------
# Units m = |e1 e2| = Coulomb radius r0 = 1, so omega^2 = 2, 1/c^2 = epsilon.
rad = sp.symbols('r', positive=True)
ca, cb = sp.symbols('ca cb')
one, zero, om = sp.Integer(1), sp.Integer(0), sp.sqrt(2)
csep = [rad, zero, zero]
cv1, cv2 = [zero, om * rad / 2, zero], [zero, -om * rad / 2, zero]
ca1, ca2 = [-om**2 * rad / 2, zero, zero], [om**2 * rad / 2, zero, zero]
c0, c2 = low_orders(csep, rad, cv1, cv2, one, one, -one)
c4_full = fourth_order(csep, rad, cv1, cv2, ca1, ca2, one, one, -one)
c4_red = reduced_fourth(csep, rad, cv1, cv2, one, one, -one)


def circular_series(c4):
    """Radius and energy coefficients in powers of epsilon at fixed omega."""
    L = sp.expand(c0 + eps * c2 + eps**2 * c4)
    trial = 1 + ca * eps + cb * eps**2

    def coefficients(f):
        g = f.subs(rad, trial)
        return [sp.simplify(sp.diff(g, eps, j).subs(eps, 0) / sp.factorial(j))
                for j in range(3)]
    eq = coefficients(sp.diff(L, rad))
    assert eq[0] == 0
    va = sp.solve(eq[1], ca)[0]
    vb = sp.solve(eq[2].subs(ca, va), cb)[0]
    lag = [sp.simplify(x.subs({ca: va, cb: vb})) for x in coefficients(L)]
    # the j-th term of stationary L scales as omega^(2(j+1)/3)
    energy = [(sp.Rational(2 * (j + 1), 3) - 1) * x for j, x in enumerate(lag)]
    return [one, va, vb], energy


rx, ex = circular_series(c4_full)
ry, ey = circular_series(c4_red)
s1, s2 = shifts(csep, rad, cv1, cv2, one, one, -one)
predicted = sp.simplify((s1[0] - s2[0]).subs(rad, 1))
assert sp.simplify(rx[2] - ry[2] - predicted) == 0
assert predicted != 0
assert all(sp.simplify(a - b) == 0 for a, b in zip(ex, ey))

mp.mp.dps = 30


def full_circle(e):
    """Radius and energy (rest energy removed) without expansion in 1/c."""
    c = 1 / mp.sqrt(e)

    def lagrangian(r, w):
        b = w * r / (2 * c)
        phi = b                               # half the light-delay angle
        for _ in range(40):
            phi = b * mp.cos(phi)
        inter = (1 + b**2 * mp.cos(2 * phi)) / (r * mp.cos(phi) * (1 + b * mp.sin(phi)))
        return 2 * c**2 * (1 - mp.sqrt(1 - b**2)) + inter
    w0 = mp.sqrt(2)
    r = mp.findroot(lambda x: mp.diff(lambda y: lagrangian(y, w0), x),
                    (mp.mpf('0.99'), mp.mpf(1)), tol=1e-30)
    J = mp.diff(lambda w: lagrangian(r, w), w0)
    return r, w0 * J - lagrangian(r, w0)


def evaluate(coef, e):
    return sum(mp.mpf(int(x.p)) / int(x.q) * e**j
               for j, x in enumerate(map(sp.nsimplify, coef)))


gaps = []
for e in (mp.mpf('0.002'), mp.mpf('0.001')):
    fr, fe = full_circle(e)
    gaps.append((fr - evaluate(rx, e), fe - evaluate(ex, e)))
ratio_r, ratio_e = gaps[0][0] / gaps[1][0], gaps[0][1] / gaps[1][1]
assert abs(ratio_r - 8) < 0.4 and abs(ratio_e - 8) < 0.4

e = mp.mpf('0.01')
fr, fe = full_circle(e)
print("Circular orbit: lengths in r0, energies in k/r0")
print("  coefficients of 1, epsilon, epsilon^2:")
print("  radius in x coordinates:", *rx)
print("  radius in y coordinates:", *ry)
print("  energy from L with accelerations:", *ex)
print("  energy from reduced L:           ", *ey)
print("  epsilon^2 radius difference predicted by shift:", predicted)
print(f"  epsilon = {float(e):.2f}, speed/c at Coulomb radius = {float(mp.sqrt(e / 2)):.5f}")
print(f"  radius x, series: {float(evaluate(rx, e)):.8f} r0")
print(f"  radius y, series: {float(evaluate(ry, e)):.8f} r0")
print(f"  radius difference x-y: {float(evaluate(rx, e) - evaluate(ry, e)):.4e} r0")
print(f"  radius, full circular solution: {float(fr):.8f} r0")
print(f"  energy, series: {float(evaluate(ex, e)):.8f} k/r0")
print(f"  energy, full circular solution: {float(fe):.8f} k/r0")
print(f"  error ratio on halving epsilon: radius {float(ratio_r):.3f}, energy {float(ratio_e):.3f}")
print("done: every assertion held")
```

It prints:

```
Average of interaction part of L4, charges product 1 (model units)
  from light-cone action, c to infinity: 0.157675
  from the L4 formula:                   0.157675
Force error of reduced orbit, e=(1,2), m=(1,2), t=1 (model units)
  c=10: without shift 5.618e-05, with shift 8.837e-07
  c=20: without shift 3.536e-06, with shift 1.338e-08
  power of 1/c without shift: 3.99
  power of 1/c with shift:    6.05
Odd-order force on particle 1 at c=40
  relative mismatch with dipole expression: 1.04e-03
  third derivative of dipole / part of particle 2: 7.52e-04
Circular orbit: lengths in r0, energies in k/r0
  coefficients of 1, epsilon, epsilon^2:
  radius in x coordinates: 1 -1/6 4/9
  radius in y coordinates: 1 -1/6 -13/72
  energy from L with accelerations: -1/2 5/48 -83/192
  energy from reduced L:            -1/2 5/48 -83/192
  epsilon^2 radius difference predicted by shift: 5/8
  epsilon = 0.01, speed/c at Coulomb radius = 0.07071
  radius x, series: 0.99837778 r0
  radius y, series: 0.99831528 r0
  radius difference x-y: 6.2500e-05 r0
  radius, full circular solution: 0.99837682 r0
  energy, series: -0.49900156 k/r0
  energy, full circular solution: -0.49900064 k/r0
  error ratio on halving epsilon: radius 7.982, energy 7.981
done: every assertion held
```
